**Dynamical structure factor from a molecular dynamics trajectory, with moment sum rules**

The program computes $S(Q,\omega)$ from $\rho_{\mathbf Q}=\sum_je^{i\mathbf Q\cdot\mathbf r_j}$ at $\mathbf Q=2\pi\mathbf n/L$, using a zero-padded FFT correlation $C_k$ over $M$ frames of spacing $\Delta$, run length $t_r=(M-1)\Delta$, and a Hann lag window of half-length $t_w$. The results under test are $\sum S\,\delta\omega=C_0=S(Q)$ and, for $|\omega|<\omega_c$, $M_2=Q^2\langle|j|^2\rangle/N+\pi^2C_0/(2t_w^2)+(e-2C_0)\omega_c/(\pi t_r)$, where $j$ is the longitudinal current, $e$ is the sum of $|\rho|^2/N$ in the first and last frames, and $\langle|j|^2\rangle/N=(k_BT/m)(1-S(Q)/N)$ at zero total momentum. It asserts the Bessel line weights and moments of a wrapped drifting oscillator, the zero-momentum factor by random velocity sampling, the force against a finite difference, energy conservation, diffusion, wrap invariance, the pair sum, continuity, and FFT correlations against explicit sums. It also asserts the three-point Hann kernel, the exact discrete second-moment identity, the window, $1/M$-bias, noise, folding and incommensurate-wavevector formulas, and the first moment after the harmonic quantum correction. For a 108-particle shifted-force Lennard-Jones model liquid, the corrected $M_2$ is required to match the velocity-derived current within 2% and the equipartition target within four block errors. The output shows agreement with the current within 0.24% and ratios to the target of 1.081, 0.984, 0.982 and 0.998 for $|\mathbf n|^2=2,6,14,32$, the first lying 3.5 block errors high. Coarse sampling at 0.5 ps leaves the area at 0.2039 and lowers the raw second moment from 3.53 to $1.79\ \mathrm{ps^{-2}}$.

## Verification by program

```python
# Dynamical structure factor from molecular dynamics, with sum-rule tests.
# rho_Q = sum_j exp(i Q.r_j), j_Q = sum_j (Qhat.v_j) exp(i Q.r_j), Q = 2 pi n / L
# F(t) = <rho(t) rho(0)*>/N, S(w) = (1/2pi) int F exp(-i w t) dt
# Estimator: C_k = sum_j rho_{j+k} rho_j* / (N (M-k)), M frames, spacing DT, TT=(M-1)DT,
# Hann lag window of half-length tw = K DT, frequency step dw = pi/tw.
# Results under test: sum S dw = S(Q) = C_0, and for |w| < wc
#   M2 = sum w^2 S dw = Q^2<|j|^2>/N + pi^2 C_0/(2 tw^2) + (e - 2 C_0) wc/(pi TT),
#   e = (|rho_first|^2+|rho_last|^2)/N,  <|j|^2>/N = (kB T/m)(1 - S(Q)/N).
import itertools
import numpy as np
from scipy.constants import k as kB, hbar, atomic_mass, e as qe
from scipy.special import jv

rng = np.random.default_rng(12345)
pi = np.pi
PS, NM = 1e-12, 1e-9
N, eps, sig, mass = 108, 100.0 * kB, 0.35 * NM, 40.0 * atomic_mass
L = sig * (N / 0.8) ** (1 / 3)
rc, h, stride, M, K = 2.5 * sig, 10e-15, 2, 6000, 500
DT = stride * h
TT, tw, q0 = (M - 1) * DT, K * DT, 2 * pi / L
wc = 127.5 * pi / tw
lags = np.arange(M)


def raw_corr(a):
    A = np.fft.fft(a, 2 * a.shape[-1])
    return np.fft.ifft(np.abs(A) ** 2)[..., :a.shape[-1]]


def spectrum(C, nlag, dt, window=True):
    k = np.arange(nlag + 1)
    w = np.cos(pi * k / (2 * nlag)) ** 2 if window else np.ones(nlag + 1)
    G = np.zeros(C.shape[:-1] + (2 * nlag,), complex)
    G[..., :nlag + 1] = C[..., :nlag + 1] * w
    G[..., nlag + 1:] = np.conj(G[..., nlag - 1:0:-1])
    return (2 * pi * np.fft.fftfreq(2 * nlag, dt),
            dt / (2 * pi) * np.fft.fft(G).real, pi / (nlag * dt))


def band_m2(C, nlag):
    w, S, dw = spectrum(C, nlag, DT)
    return np.sum((w ** 2 * S)[np.abs(w) < wc]) * dw


# ---- exactly solvable wrapped particle x = u t + a sin(Om t)
Qo, u, Om = 2 * q0, 200.0, 10.0 / PS
amp = 1.5 / Qo
x = (u * lags * DT + amp * np.sin(Om * lags * DT)) % L
w, S, dw = spectrum(raw_corr(np.exp(1j * Qo * x)) / (M - lags), K, DT)
wts = [S[np.abs(w - Qo * u - n * Om) < Om / 2].sum() * dw for n in range(-3, 4)]
assert np.max(np.abs(wts - jv(np.arange(-3, 4), Qo * amp) ** 2)) < 5e-3
m1o, m2o = np.sum(w * S) * dw, np.sum(w ** 2 * S) * dw
m2x = (Qo * u) ** 2 + (Qo * amp * Om) ** 2 / 2 + pi ** 2 / (2 * tw ** 2)
assert abs(m1o / (Qo * u) - 1) < 0.03 and abs(m2o / m2x - 1) < 5e-3
print(f"oscillator: Q={Qo*NM:.4f} 1/nm, u={u:.0f} m/s, Qa={Qo*amp:.2f}, Om={Om*PS:.1f} rad/ps")
print(f" line weights n=0,1,2: {wts[3]:.4f} {wts[4]:.4f} {wts[5]:.4f}; "
      f"J_n^2: {jv(0,1.5)**2:.4f} {jv(1,1.5)**2:.4f} {jv(2,1.5)**2:.4f}")
print(f" M1={m1o*PS:.4f}, Qu={Qo*u*PS:.4f} rad/ps; M2={m2o*PS**2:.3f}, exact {m2x*PS**2:.3f} ps^-2")

# ---- zero-momentum factor: random velocities of fixed kinetic energy, disordered lattice
basis = np.array([[0, 0, 0], [.5, .5, 0], [.5, 0, .5], [0, .5, .5]])
fcc = np.array([c + b for c in itertools.product(range(3), repeat=3) for b in basis]).T * L / 3
ph = np.exp(1j * 6 * q0 * (fcc[0] + 0.04 * NM * rng.standard_normal(N)))
vs = rng.standard_normal((20000, 3, N))
vs -= vs.mean(axis=2, keepdims=True)
vs *= np.sqrt(3 * (N - 1) / (vs ** 2).sum(axis=(1, 2)))[:, None, None]
fac_mc, fac = np.mean(np.abs(vs[:, 0] @ ph) ** 2) / N, 1 - abs(ph.sum()) ** 2 / N ** 2
assert abs(fac_mc / fac - 1) < 0.04 and fac < 0.8
del vs
print(f"zero-momentum factor: sampled {fac_mc:.4f}, 1-|rho|^2/N^2 = {fac:.4f}")

# ---- molecular dynamics, shifted-force Lennard-Jones
c6 = (sig / rc) ** 6
uc, duc = 4 * eps * (c6 * c6 - c6), -24 * eps * (2 * c6 * c6 - c6) / rc


def forces(r):
    d = r[:, :, None] - r[:, None, :]
    d -= L * np.rint(d / L)
    r2 = np.einsum('cij,cij->ij', d, d)
    np.fill_diagonal(r2, 4 * rc * rc)
    inside, dist = r2 < rc * rc, np.sqrt(r2)
    s2 = sig * sig / r2
    s6 = s2 * s2 * s2
    coef = inside * (24 * eps * s6 * (2 * s6 - 1) / r2 + duc / dist)
    U = 0.5 * np.sum(inside * (4 * eps * s6 * (s6 - 1) - uc - (dist - rc) * duc))
    return np.einsum('ij,cij->ci', coef, d), U


def step(r, v, f):
    v = v + 0.5 * h / mass * f
    r = r + h * v
    f, U = forces(r)
    return r, v + 0.5 * h / mass * f, f, U


def kin(v):
    return 0.5 * mass * np.sum(v * v)


r, v = fcc.copy(), rng.standard_normal((3, N))
v -= v.mean(axis=1, keepdims=True)
f, U = forces(r)
Us = []
for s in range(2500):
    Kt = 1.5 * (N - 1) * kB * (200.0 if s < 800 else 100.0)
    v *= np.sqrt(Kt / kin(v))
    r, v, f, U = step(r, v, f)
    Us.append(U)
v *= np.sqrt((np.mean(Us[1500:]) + Kt - U) / kin(v))
dr = np.zeros((3, N))
dr[0, 7] = 1e-15
assert abs((forces(r - dr)[1] - forces(r + dr)[1]) / 2e-15 - f[0, 7]) < 1e-5 * np.abs(f).max()
pos, vel, E = np.empty((M, 3, N)), np.empty((M, 3, N)), np.empty(M)
for i in range(M):
    pos[i], vel[i], E[i] = r, v, U + kin(v)
    for s in range(stride):
        r, v, f, U = step(r, v, f)
Kmean = 0.5 * mass * np.mean(np.sum(vel ** 2, axis=(1, 2)))
T = 2 * Kmean / (3 * (N - 1) * kB)
v2 = kB * T / mass
drift = np.max(np.abs(E - E[0])) / Kmean
msd = np.mean(np.sum((pos[-1] - pos[0]) ** 2, axis=0))
assert drift < 5e-3 and msd > sig ** 2
print(f"model: N={N}, eps/kB={eps/kB:.0f} K, sigma={sig/NM:.2f} nm, m={mass:.5e} kg")
print(f" N sigma^3/L^3={N*sig**3/L**3:.2f}, L={L/NM:.4f} nm, rc={rc/NM:.3f} nm, 2pi/L={q0*NM:.4f} 1/nm")
print(f" step={h/PS:.3f} ps, DT={DT/PS:.3f} ps, M={M}, TT={TT/PS:.2f} ps, K={K}, tw={tw/PS:.1f} ps")
print(f" dw={pi/tw*PS:.4f}, wc={wc*PS:.3f}, Nyquist={pi/DT*PS:.2f} rad/ps")
print(f" T={T:.2f} K, kBT/m={v2:.1f} m^2/s^2, max|dE|/<K>={drift:.1e}, final msd={msd/NM**2:.2f} nm^2")

# ---- incommensurate wavevector with wrapped coordinates
wrap = pos % L
Qi = 1.5 * q0
ri = np.exp(1j * Qi * wrap).sum(axis=2)
mean_f = N * (np.exp(1j * Qi * L) - 1) / (1j * Qi * L)
rate = np.sqrt(2 * v2 / pi) / L
inc = np.mean(np.abs(np.diff(ri, axis=0)) ** 2) / (N * DT ** 2)
inc_f = Qi ** 2 * v2 + abs(np.exp(1j * Qi * L) - 1) ** 2 * rate / DT
assert abs(ri.mean() - mean_f) < 0.1 * abs(mean_f) and abs(inc / inc_f - 1) < 0.15
print(f"n=1.5: |<rho>|={abs(ri.mean()):.2f}, formula {abs(mean_f):.2f}, false elastic weight {abs(mean_f)**2/N:.2f}")
print(f" crossing rate={rate*PS:.4f} 1/ps; increments {inc*PS**2:.2f}, formula {inc_f*PS**2:.2f}, "
      f"Q^2kT/m {Qi**2*v2*PS**2:.3f} ps^-2")

# ---- shells of commensurate wavevectors (one of each +-Q pair)
for n2 in (2, 6, 14, 32):
    ns = np.array([n for n in itertools.product(range(-6, 7), repeat=3)
                   if sum(a * a for a in n) == n2 and n > (0, 0, 0)], float)
    Q = q0 * np.sqrt(n2)
    rho, cur = [], []
    for n in ns:
        p = np.exp(1j * (q0 * n @ pos))
        rho.append(p.sum(axis=1))
        cur.append(np.sum((n / np.sqrt(n2) @ vel) * p, axis=1))
    rho, cur = np.array(rho), np.array(cur)
    assert np.max(np.abs(np.exp(1j * (q0 * ns[0] @ wrap)).sum(axis=1) - rho[0])) < 1e-9
    for i in range(0, M, 1000):
        d = pos[i][:, :, None] - pos[i][:, None, :]
        d -= L * np.rint(d / L)
        pair = np.cos(q0 * np.einsum('c,cij->ij', ns[0], d)).sum() / N
        assert abs(pair - abs(rho[0, i]) ** 2 / N) < 1e-9
    fd = (rho[:, 2:] - rho[:, :-2]) / (2 * DT) - 1j * Q * cur[:, 1:-1]
    cont = np.sqrt(np.mean(np.abs(fd) ** 2) / np.mean(np.abs(Q * cur) ** 2))
    assert cont < 0.03
    R = raw_corr(rho)
    circ = np.fft.ifft(np.abs(np.fft.fft(rho[0])) ** 2)
    for k in (1, 37, 500, 4000):
        lin = np.sum(rho[0, k:] * np.conj(rho[0, :M - k]))
        back = np.sum(rho[0, :k] * np.conj(rho[0, M - k:]))
        assert abs(R[0, k] - lin) < 1e-9 * R[0, 0].real
        assert abs(circ[k] - lin - back) < 1e-9 * R[0, 0].real
    Cv = R / (N * (M - lags))
    C = Cv.mean(axis=0).real
    w, S, dw = spectrum(C, K, DT)
    SQ, M0 = np.mean(np.abs(rho) ** 2) / N, S.sum() * dw
    assert abs(M0 / SQ - 1) < 1e-10
    Sr = spectrum(C, K, DT, False)[1]
    assert np.max(np.abs(S - 0.5 * Sr - 0.25 * (np.roll(Sr, 1) + np.roll(Sr, -1)))) < 1e-10 * S.max()
    e = np.mean(np.abs(rho[:, 0]) ** 2 + np.abs(rho[:, -1]) ** 2) / N
    D = np.mean(np.sum(np.abs(np.diff(rho, axis=1)) ** 2, axis=1)) / N
    lhs = np.sum((2 * np.sin(w * DT / 2) / DT) ** 2 * S) * dw
    rhs = (D + e - 2 * SQ) / ((M - 1) * DT ** 2) + 2 * np.sin(pi / (2 * K)) ** 2 * C[1] / DT ** 2
    assert abs(lhs / rhs - 1) < 1e-7
    M2, win, end = band_m2(C, K), pi ** 2 * SQ / (2 * tw ** 2), (e - 2 * SQ) * wc / (pi * TT)
    M2c = M2 - win - end
    js = Q ** 2 * np.mean(np.abs(cur) ** 2, axis=0) / N
    err = js.reshape(20, -1).mean(axis=1).std(ddof=1) / np.sqrt(20)
    target = Q ** 2 * v2 * (1 - SQ / N)
    CL = (raw_corr(cur) / (N * (M - lags))).mean(axis=0).real
    SL = spectrum(CL, K, DT)[1]
    lost = SL[np.abs(w) > wc].sum() / SL.sum()
    assert abs(lost) < 0.01
    assert abs(M2c / js.mean() - 1) < 0.02
    assert err < 0.08 * target and abs(M2c - target) < 4 * err
    dwin, dwin_f = band_m2(C, K // 5) - M2, 24 * win
    assert abs(dwin / dwin_f - 1) < 0.03
    wr = np.sqrt(M2c / SQ)
    u2 = PS ** 2
    print(f"n^2={n2}: {len(ns)} vectors, Q={Q*NM:.3f} 1/nm, S(Q)={SQ:.4f}, sum S dw={M0:.4f}, e={e:.4f}")
    print(f" S(Q,0)={S[0]/PS:.4f} ps, S(Q,{w[16]*PS:.3f} rad/ps)={S[16]/PS:.5f} ps, "
          f"current peak {abs(w[np.argmax(SL)])*PS:.2f} rad/ps")
    print(f" M2 raw={M2*u2:.4f}, window={win*u2:.4f}, end={end*u2:.4f}, corrected={M2c*u2:.4f} ps^-2")
    print(f" current={js.mean()*u2:.4f}+-{err*u2:.4f}, Q^2kT/m={Q*Q*v2*u2:.4f}, target={target*u2:.4f} ps^-2")
    print(f" ratio={M2c/target:.3f}, rms w={wr*PS:.3f} rad/ps ({hbar*wr/qe*1e3:.3f} meV), "
          f"lost={lost:.1e}, continuity={cont:.1e}")
    print(f" M2(tw/5)-M2(tw)={dwin*u2:.4f}, formula {dwin_f*u2:.4f} ps^-2")
    if n2 == 14:
        for nl in (K, K // 5):
            wv, Sv, _ = spectrum(Cv, nl, DT)
            b = (np.abs(wv) > 1 / PS) & (np.abs(wv) < 8 / PS)
            noise = np.sqrt(np.mean((Sv.std(axis=0, ddof=1) / Sv.mean(axis=0))[b] ** 2))
            pred = np.sqrt(0.75 * nl * DT / TT)
            assert abs(noise / pred - 1) < 0.3
            print(f" noise per vector, tw={nl*DT/PS:.0f} ps: {noise:.3f}, formula {pred:.3f}")
        wa, Sa, da = spectrum(C[::25], K // 25, 25 * DT)
        assert np.max(np.abs(Sa - S.reshape(25, -1).sum(axis=0))) < 1e-10 * Sa.max()
        m2a = np.sum(wa ** 2 * Sa) * da
        assert abs(Sa.sum() * da / SQ - 1) < 1e-10 and m2a < 0.85 * M2
        print(f" aliased DT={25*DT/PS:.1f} ps (Nyquist {pi/(25*DT)*PS:.2f} rad/ps): "
              f"M0={Sa.sum()*da:.4f}, M2={m2a*u2:.4f} ps^-2")
        b = (np.abs(w) < wc) & (w != 0)
        xq = hbar * w[b] / (kB * T)
        m1q = np.sum(w[b] * S[b] * xq / (-np.expm1(-xq))) * dw
        assert abs(m1q / (hbar * M2 / (2 * kB * T)) - 1) < 1e-9
        rec = hbar * Q * Q / (2 * mass)
        print(f" quantum-corrected M1={m1q*PS:.4f}, hbar Q^2/2m={rec*PS:.4f} rad/ps "
              f"({hbar*rec/qe*1e3:.4f} meV), hbar/kBT={hbar/(kB*T)/PS:.4f} ps")
    if n2 == 32:
        bias = band_m2(R.mean(axis=0).real / (N * M), K) - M2
        bias_f = 2 * SQ * wc / (pi * TT)
        assert abs(bias / bias_f - 1) < 0.05
        print(f" 1/M estimator excess={bias*u2:.4f}, formula {bias_f*u2:.4f} ps^-2")
        print(f" full-range sine moment={lhs*u2:.4f}, its end term={(e-2*SQ)/(TT*DT)*u2:.4f} ps^-2")
print("ALL CHECKS PASSED")
```

Printed output:

```
oscillator: Q=6.9989 1/nm, u=200 m/s, Qa=1.50, Om=10.0 rad/ps
 line weights n=0,1,2: 0.2621 0.3109 0.0538; J_n^2: 0.2620 0.3113 0.0539
 M1=1.3974, Qu=1.3998 rad/ps; M2=114.485, exact 114.509 ps^-2
zero-momentum factor: sampled 0.4764, 1-|rho|^2/N^2 = 0.4775
model: N=108, eps/kB=100 K, sigma=0.35 nm, m=6.64216e-26 kg
 N sigma^3/L^3=0.80, L=1.7955 nm, rc=0.875 nm, 2pi/L=3.4995 1/nm
 step=0.010 ps, DT=0.020 ps, M=6000, TT=119.98 ps, K=500, tw=10.0 ps
 dw=0.3142, wc=40.055, Nyquist=157.08 rad/ps
 T=100.89 K, kBT/m=20970.9 m^2/s^2, max|dE|/<K>=5.9e-04, final msd=2.14 nm^2
n=1.5: |<rho>|=22.99, formula 22.92, false elastic weight 4.86
 crossing rate=0.0644 1/ps; increments 13.57, formula 13.45, Q^2kT/m 0.578 ps^-2
n^2=2: 6 vectors, Q=4.949 1/nm, S(Q)=0.0550, sum S dw=0.0550, e=0.0966
 S(Q,0)=0.0124 ps, S(Q,5.027 rad/ps)=0.00223 ps, current peak 4.71 rad/ps
 M2 raw=0.5563, window=0.0027, end=-0.0014, corrected=0.5550 ps^-2
 current=0.5547+-0.0120, Q^2kT/m=0.5136, target=0.5134 ps^-2
 ratio=1.081, rms w=3.175 rad/ps (2.090 meV), lost=1.8e-05, continuity=3.2e-03
 M2(tw/5)-M2(tw)=0.0652, formula 0.0652 ps^-2
n^2=6: 12 vectors, Q=8.572 1/nm, S(Q)=0.0725, sum S dw=0.0725, e=0.1366
 S(Q,0)=0.0107 ps, S(Q,5.027 rad/ps)=0.00245 ps, current peak 6.91 rad/ps
 M2 raw=1.5173, window=0.0036, end=-0.0009, corrected=1.5146 ps^-2
 current=1.5116+-0.0167, Q^2kT/m=1.5409, target=1.5399 ps^-2
 ratio=0.984, rms w=4.571 rad/ps (3.009 meV), lost=1.2e-04, continuity=6.0e-03
 M2(tw/5)-M2(tw)=0.0858, formula 0.0859 ps^-2
n^2=14: 24 vectors, Q=13.094 1/nm, S(Q)=0.2039, sum S dw=0.2039, e=0.3430
 S(Q,0)=0.0300 ps, S(Q,5.027 rad/ps)=0.00667 ps, current peak 6.91 rad/ps
 M2 raw=3.5289, window=0.0101, end=-0.0069, corrected=3.5258 ps^-2
 current=3.5175+-0.0338, Q^2kT/m=3.5954, target=3.5886 ps^-2
 ratio=0.982, rms w=4.158 rad/ps (2.737 meV), lost=1.7e-04, continuity=7.3e-03
 M2(tw/5)-M2(tw)=0.2415, formula 0.2415 ps^-2
 noise per vector, tw=10 ps: 0.257, formula 0.250
 noise per vector, tw=2 ps: 0.119, formula 0.112
 aliased DT=0.5 ps (Nyquist 6.28 rad/ps): M0=0.2039, M2=1.7923 ps^-2
 quantum-corrected M1=0.1336, hbar Q^2/2m=0.1361 rad/ps (0.0896 meV), hbar/kBT=0.0757 ps
n^2=32: 6 vectors, Q=19.796 1/nm, S(Q)=2.0304, sum S dw=2.0304, e=3.4273
 S(Q,0)=0.8520 ps, S(Q,5.027 rad/ps)=0.01777 ps, current peak 2.51 rad/ps
 M2 raw=8.0788, window=0.1002, end=-0.0673, corrected=8.0459 ps^-2
 current=8.0392+-0.1852, Q^2kT/m=8.2181, target=8.0636 ps^-2
 ratio=0.998, rms w=1.991 rad/ps (1.310 meV), lost=1.4e-04, continuity=6.5e-03
 M2(tw/5)-M2(tw)=2.4046, formula 2.4047 ps^-2
 1/M estimator excess=0.4360, formula 0.4315 ps^-2
 full-range sine moment=7.8692, its end term=-0.2640 ps^-2
ALL CHECKS PASSED
```
